# Locating the Vacancy–Interstitial Boundary Across a Growing Silicon Crystal

## The problem

A cylindrical silicon crystal of radius $R$ is pulled from its melt at a steady speed $V$. The melt–crystal interface is flat. On the crystal side, the magnitude of the axial temperature gradient at the interface varies with distance $r$ from the axis as

$$G(r)=G_c+(G_e-G_c)\frac{r^2}{R^2},\qquad G_e>G_c>0. \tag{1}$$

Vacancies and self-interstitials enter the crystal at the interface and largely annihilate each other as it cools. The survivors are counted by the excess $\Delta=C_V-C_I$, the vacancy concentration minus the interstitial concentration. A region is called vacancy-rich if the excess left after this annihilation is positive, and interstitial-rich if it is negative. These names refer to the sign of $\Delta$, not to visible voids or dislocation loops, which need a sufficient excess and time to form.

The critical value of $V/G$ is given as $\xi$. Take $R=150$ mm, $V=0.38$ mm/min, $G_c=2.5$ K/mm, $G_e=4.0$ K/mm and $\xi=0.13$ mm²/(K min).

(a) Show, in a one-dimensional model, why the sign of the surviving excess is decided by $V/G$, and which sign belongs to which side of $\xi$.

(b) Find the radius $r_b$ of the boundary and the range of speeds for which it exists.

(c) Find the vacancy-rich fraction of the cross-section and the sensitivity of $r_b$ to the pull speed.

(d) Judge how far the neglected effects could move the answer.

## Hints

1. Recombination removes one vacancy and one interstitial together. Which combination of the two transport equations does not contain its rate?
2. If recombination is fast, the product $C_VC_I$ keeps its equilibrium value. Describe the remaining freedom by the ratio $C_V/C_I$.
3. Ask which ratio at the interface allows a bounded solution with no net flux of excess.
4. For part (b), treat each radius as an independent column. Decide whether $V/G$ rises or falls outward before solving for the radius.
5. For part (d), compare the width of each region with the distance an interstitial diffuses sideways while the crystal cools.

## Solution

### (a) Why there is a critical ratio

Let $z$ be the distance from the interface into the crystal. In the frame of the interface, the crystal moves towards positive $z$ at speed $V$. With constant diffusivities $D_V$ and $D_I$, and a recombination rate $Q$, the steady equations are

$$V\frac{dC_V}{dz}=D_V\frac{d^2C_V}{dz^2}-Q,\qquad
V\frac{dC_I}{dz}=D_I\frac{d^2C_I}{dz^2}-Q.$$

Subtracting the second from the first removes $Q$. One integration then gives

$$V\Delta-\frac{d\Phi}{dz}=J,\qquad \Phi=D_VC_V-D_IC_I, \tag{2}$$

where $J$ is the constant net flux of excess. Far from the interface the gradient term dies out, as confirmed below, so $J=V\Delta_\infty$. The sign of $J$ is therefore the sign of the surviving excess.

Four further assumptions are needed. Recombination is fast enough to keep the product $C_VC_I$ at its equilibrium value. Both defects have their equilibrium concentrations at the interface, and both have the same formation energy $E$. The temperature follows

$$\frac1T=\frac1{T_m}+\frac{Gz}{T_m^2},$$

where $T_m$ is the melting temperature. Differentiating at $z=0$ gives $dT/dz=-G$, as required. Each equilibrium concentration then falls by the factor

$$\exp\left[-\frac Ek\left(\frac1T-\frac1{T_m}\right)\right]=e^{-x},\qquad x=aGz,\qquad a=\frac{E}{kT_m^2}.$$

Fast recombination fixes the product of the concentrations at its equilibrium value, $C_VC_I=\kappa^2e^{-2x}$, where $\kappa^2$ is the product at melting. This allows us to write

$$C_V=\kappa e^{-x+s},\qquad C_I=\kappa e^{-x-s},$$

with one unknown function $s(x)$. Let $\rho=C_V/C_I$ at the interface. Since $C_V/C_I=e^{2s}$, the starting value is $s_0=\tfrac12\ln\rho$.

Because $d/dz=aG\,d/dx$, dividing equation (2) by $aG$ gives

$$\nu\Delta-\frac{d\Phi}{dx}=j,\qquad \nu=\frac{V}{aG},\qquad j=\frac{J}{aG}.$$

The two terms on the left are

$$\nu\Delta=\kappa e^{-x}\nu\left(e^s-e^{-s}\right),$$

$$\frac{d\Phi}{dx}=\kappa e^{-x}\left[-D_Ve^s+D_Ie^{-s}+\left(D_Ve^s+D_Ie^{-s}\right)s'\right],$$

where $s'=ds/dx$. Substituting them and solving for $s'$ gives

$$s'=\frac{(\nu+D_V)e^s-(\nu+D_I)e^{-s}-(j/\kappa)e^x}{D_Ve^s+D_Ie^{-s}}. \tag{3}$$

Speed and gradient enter through $\nu$ alone, and the starting value $s_0$ depends on neither. In this model the surviving excess $\Delta_\infty=j/\nu$ is thus a function of $V/G$.

Consider first $j=0$. The numerator of (3) vanishes at a constant $s=s_*$ given by

$$e^{2s_*}=\frac{\nu+D_I}{\nu+D_V}. \tag{4}$$

If $s_0>s_*$, then $s'$ is positive and $s$ moves away from $s_*$. Once $e^s$ dominates, $s'\to1+\nu/D_V$, so $C_V$ grows as $e^{\nu x/D_V}$. If $s_0<s_*$, then $s$ runs towards negative values and $C_I$ grows as $e^{\nu x/D_I}$. Neither is an acceptable steady state. Zero net flux therefore requires $s_0=s_*$.

Now suppose $s_0>s_*$ and try $j\le0$. The last term in the numerator of (3) is then zero or positive, so $s$ stays at or above the runaway solution for $j=0$. The vacancy concentration again grows without bound. A bounded steady state must have $j>0$, and vacancies survive. The same comparison with all inequalities reversed shows that $s_0<s_*$ requires $j<0$, and interstitials survive.

The vanishing of the gradient term can now be confirmed. When vacancies survive, $C_I$ becomes negligible far away and $\Phi\to D_V\Delta$. The equation $\nu\Delta-D_V\,d\Delta/dx=j$ has a constant solution $j/\nu$ plus a growing exponential, and boundedness leaves the constant. The interstitial case is the same with $D_I$ in place of $D_V$.

It remains to connect $s_*$ with speed. Equation (4) can be written

$$e^{2s_*}=1+\frac{D_I-D_V}{\nu+D_V}.$$

For $D_I>D_V$ this decreases as $\nu$ increases. Fast growth or a small gradient therefore makes $s_0>s_*$ and favours vacancies. The crossover $\nu_c$ follows from $e^{2s_*}=\rho$:

$$\rho(\nu_c+D_V)=\nu_c+D_I
\quad\Longrightarrow\quad
\nu_c=\frac{D_I-\rho D_V}{\rho-1}.$$

Since $V/G=a\nu$, the critical ratio is

$$\xi=a\,\frac{D_I-\rho D_V}{\rho-1}. \tag{5}$$

It is positive for $1<\rho<D_I/D_V$. Physically, vacancies are more numerous at the interface and convection carries both species equally, which favours vacancies. Interstitials diffuse faster down their steep concentration gradient, which favours interstitials. Large $V$ strengthens the first effect and large $G$ the second.

For numbers, take the rough values $T_m=1685$ K, $E=4.0$ eV, $D_I=3.00$ mm²/min and $D_V=0.24$ mm²/min. Then $a=0.01635$ K⁻¹. The given $\xi$ corresponds to $\nu_c=\xi/a=7.95$ mm²/min, and hence to

$$\rho=\frac{7.95+3.00}{7.95+0.24}=1.337.$$

This is the concentration ratio needed to reproduce $\xi$ in the model. It is not an independent prediction or a measured value.

### (b) The boundary and the speed window

Neglect radial diffusion, so that each radius behaves as its own column. The local rule is

$$\frac{V}{G(r)}>\xi:\ \text{vacancy-rich},\qquad
\frac{V}{G(r)}<\xi:\ \text{interstitial-rich}.$$

Here $G$ increases outward, so $V/G$ decreases outward. It falls from $0.152$ mm²/(K min) on the axis to $0.095$ mm²/(K min) at the edge. The critical value $0.13$ lies between them, so there is one boundary, with vacancies inside and interstitials outside.

At the boundary $G(r_b)=V/\xi$. Inserting (1) gives

$$G_c+(G_e-G_c)\frac{r_b^2}{R^2}=\frac V\xi,$$

and therefore

$$r_b=R\left[\frac{V/\xi-G_c}{G_e-G_c}\right]^{1/2}. \tag{6}$$

For the given crystal,

$$\frac V\xi=\frac{0.38}{0.13}=2.923\ \text{K/mm},$$

$$\frac{r_b}{R}=\left[\frac{2.923-2.5}{4.0-2.5}\right]^{1/2}=\sqrt{0.2821}=0.531,$$

$$r_b=150\times0.531\ \text{mm}=79.7\ \text{mm}=7.97\ \text{cm}.$$

The interstitial-rich ring is 70.3 mm wide. The third digit is useful for following the arithmetic, but part (d) shows that it has no predictive value.

The boundary lies inside the crystal when the bracket in (6) is between zero and one, which means

$$\xi G_c<V<\xi G_e. \tag{7}$$

The limits are $0.13\times2.5=0.325$ mm/min and $0.13\times4.0=0.520$ mm/min. Below the first, the rule makes the whole section interstitial-rich. Above the second, it makes the whole section vacancy-rich.

A numerical solution of the nonlinear transport equation, with radial diffusion switched off, tests this result without using the sign rule. Its excess changes sign at 79.96 mm, which is 0.3 mm from formula (6) and within the 0.5 mm allowed for grid error. At the cold end the excess is $+0.0425$ near the axis and $-0.0973$ near the edge on this grid (the grid-converged values are $+0.0423$ and $-0.0978$), in units of the interstitial concentration at melting. At 3% below the lower speed limit every column ends with a negative excess, and at 3% above the upper limit every column ends with a positive one.

### (c) Area and sensitivity

The vacancy-rich core has area $\pi r_b^2$, so its share of the cross-section is

$$f=\frac{r_b^2}{R^2}=\frac{V/\xi-G_c}{G_e-G_c}=0.282. \tag{8}$$

Although the core reaches more than half-way to the edge, it occupies little more than a quarter of the area. For a quadratic gradient profile this fraction is linear in $V$.

To find the sensitivity, differentiate $G(r_b)=V/\xi$ with respect to $V$ while holding the gradient profile and $\xi$ fixed:

$$\frac{2(G_e-G_c)r_b}{R^2}\frac{dr_b}{dV}=\frac1\xi,$$

$$\frac{dr_b}{dV}=\frac{R^2}{2\xi(G_e-G_c)r_b}. \tag{9}$$

The numerical value is

$$\frac{150^2}{2\times0.13\times1.5\times79.66}=724\ \text{mm per (mm/min)}.$$

A 1% increase in speed is 0.0038 mm/min and moves the boundary outward by about 2.7 mm. A 1% decrease moves it inward by about 2.8 mm.

Equation (9) diverges as $r_b\to0$, because the gradient profile is flat on the axis. Near the lower speed limit the core radius grows as the square root of $V-\xi G_c$, while its area grows linearly. A small speed fluctuation can then open or close the core. In a real furnace a change of speed also changes the heat flow, and hence $G$, so (9) gives the response of the local rule at fixed gradient and not the full response of the process.

### (d) How far the answer can be trusted

**Radial diffusion.** The transport model extends 122 mm from the interface, where the axis has cooled to 1426 K. Each radius keeps the temperature law of part (a) with its own $G(r)$ over this whole length, so the edge ends at 1306 K. This steadily growing radial difference is an idealisation and not a solved furnace field. The crystal takes $t=322$ min to travel this distance. In that time the diffusion length of interstitials is

$$\sqrt{D_It}=\sqrt{3.00\times322}\ \text{mm}\approx31\ \text{mm}.$$

This is not small compared with the 70 mm ring. Solving the axisymmetric problem with radial diffusion gives the following boundaries at the cold end. The shifts are relative to a solution without radial diffusion on the same grid.

| Side surface | Boundary (mm) | Shift (mm) |
|---|---:|---:|
| Closed to defects | 67.4 | −12.7 |
| Held at equilibrium | 74.1 | −6.1 |

A coarser grid gives the same shift, to the printed digit, for the closed surface. A finer discretisation puts the two boundaries at 67.5 and 73.0 mm, which are shifts of about $-12$ and $-7$ mm. Even so, the excess has a kink at the boundary, so within the model these positions are known only to about one radial cell, or 2 mm. They also belong to the chosen end point: with constant diffusivities and a closed surface, the boundary keeps moving inward farther from the interface. With the surface at equilibrium it reaches about 59 mm some 260 mm from the interface and then turns outward again as the ring is drained.

Two radial flows of interstitials compete. Near the interface the core is hotter than the ring at equal depth and holds more interstitials, so they flow outward. Farther from the interface, the interstitials that survive in the ring flow inward and annihilate vacancies in the outer part of the core. With a closed surface, this later flow moves the boundary inward as the crystal travels away from the interface. An equilibrium surface removes part of the interstitial supply: the most negative excess in the section weakens from $-0.068$ to $-0.018$ when only the surface condition is changed. The diffusivities were kept at their melting-point values. Since they fall on cooling, these calculations tend to overstate the spreading within the modelled length. For example, take migration energies of 0.9 eV for interstitials and 0.4 eV for vacancies, with $\rho$ readjusted to keep $\xi=0.13$ mm²/(K min). The two shifts then shrink to about $-4$ and $-3$ mm. At unchanged $\rho$, the same energies would lower $\xi$ to 0.125 mm²/(K min), so (5) is exact only for constant diffusivities. Any spreading beyond it is left out.

**The critical ratio.** Values of $\xi=0.12$ and $0.14$ mm²/(K min) put the boundary at 100.0 mm and 56.7 mm. A change of about 8% in $\xi$ thus moves the boundary by more than 20 mm, because $V/\xi$ is compared with a gradient that varies slowly across the core.

**Thermal stress.** Stress changes the formation enthalpies through the formation volumes. Suppose that these volumes differ by one atomic volume, $\Omega=0.02$ nm³, and that the stress is $p=5$ MPa. The ratio $\rho$ is then multiplied by $\exp(\pm p\Omega/kT_m)$, with

$$\frac{p\Omega}{kT_m}=0.0043.$$

The effect on $\xi$ is larger. Taking the logarithmic derivative of (5) gives

$$\frac{d\ln\xi}{d\ln\rho}=-\frac{\rho D_V}{D_I-\rho D_V}-\frac{\rho}{\rho-1}\approx-4.1.$$

The second term dominates because $\xi$ depends on the small difference $\rho-1$. The critical ratio becomes 0.1277 or 0.1323 mm²/(K min), according to the sign of the effect, and the boundary moves to 84.4 mm or 74.7 mm. The sign is left open because it depends on how the lattice relaxes around each defect and on the stress state.

**Interface shape.** Let the interface be a paraboloid with a total deflection of 5 mm. Its tilt $\theta$ at $r_b$ satisfies $\tan\theta=2\times5\,r_b/R^2$, so $\theta=2.0^\circ$. The normal growth speed is $V\cos\theta$. Since the interface is an isotherm, the full gradient is normal to it and equals $G/\cos\theta$, where $G$ is the axial component. Using normal components replaces $V/G$ by $(V/G)\cos^2\theta$ and moves the boundary by $-0.35$ mm, with the tilt held fixed. This geometrical correction is minor here. Any change of $G(r)$ that accompanies the curvature is not included.

**The real case.** The parameters are rough values for Czochralski growth of silicon 300 mm in diameter. Real gradients depend on the furnace and need not follow a quadratic profile. Real growth also departs from the model through radial diffusion, which moves the boundary by 6 to 13 mm over the modelled length in the two cases above (by 3 to 4 mm when the diffusivities fall on cooling as in the example given, and by 11 to 16 mm when they are constant but the radial temperature difference levels off over 40 mm), and through the uncertainty of $\xi$, which can move it further. Dopants, oxygen, unsteady growth and later clustering of defects are omitted and have not been sized. For this example, the local rule supports a vacancy-rich core with a radius of very roughly 80 mm, uncertain by tens of millimetres. Better values of $\xi$ and $G(r)$ for the furnace concerned would reduce this uncertainty, but the shift caused by radial diffusion would remain.

## Two variations

### 1. A gradient that rises mainly near the edge

Keep $R$, $V$, $\xi$ and both end gradients, but replace (1) by

$$G(r)=G_c+(G_e-G_c)\frac{r^4}{R^4}.$$

The gradient still increases outward, so the core remains vacancy-rich. Setting $G(r_b)=V/\xi$ gives

$$\frac{r_b^4}{R^4}=0.2821,\qquad r_b=150\times(0.2821)^{1/4}\ \text{mm}=109.3\ \text{mm}.$$

The boundary has moved outward by about 30 mm. The vacancy-rich area fraction is now $\sqrt{0.2821}=0.531$, almost twice its former value. The speed window (7) is unchanged because it contains only the end gradients. If the gradient is known to rise steadily outward, its values on the axis and at the edge are therefore enough to decide whether a boundary exists under the local rule, but not enough to locate it.

### 2. A narrower crystal

Now take $R=100$ mm and $G_e=3.5$ K/mm, with the other parameters unchanged. Equation (6) gives

$$r_b=100\left[\frac{2.923-2.5}{3.5-2.5}\right]^{1/2}\text{mm}=65.0\ \text{mm}.$$

The predicted interstitial-rich ring is 35.0 mm wide, close to the 31 mm diffusion length. The condition for treating columns independently has failed.

The axisymmetric solution shows the consequence. With a closed side surface, the boundary at the cold end lies at 53.3 mm. With the surface held at equilibrium and everything else unchanged, no boundary is found: the lowest excess in the section is $+2.0\times10^{-4}$, in units of the interstitial concentration at melting. A finer grid gives $+1.7\times10^{-4}$, about 3 mm from the surface. This is comparable with the equilibrium excess of $3\times10^{-4}$ imposed at the surface itself. The result rests on diffusivities held at their melting-point values, which favour loss to the surface. The safe conclusion is that, in this model, loss to the surface has removed all or nearly all of the interstitial excess in the ring by the time the axis reaches 1426 K.

This does not contradict the critical ratio, which describes a column without lateral exchange. It limits the use of (6): a ring next to the surface must be wide compared with the lateral diffusion length, because it is open to loss on its outer side. Because the radius and the edge gradient were both changed from the main example, the comparison between the two crystals does not isolate the effect of diameter. The comparison between the two surface conditions does isolate the effect of the surface.

The values used above are collected in the numerical output that follows.

## Computed values

```
crystal radius R = 150 mm
growth speed V = 0.38 mm/min
gradient at axis, edge = 2.5, 4.0 K/mm
critical ratio xi = 0.13 mm^2/(K min)
V/G at axis, edge = 0.1520, 0.0950 mm^2/(K min)
gradient at boundary V/xi = 2.9231 K/mm
boundary radius r_b = 79.66 mm = 7.966 cm
r_b/R = 0.5311, ring width = 70.34 mm
vacancy-rich area fraction = 0.2821
same fraction from ring sum = 0.2821
speed window = 0.325 to 0.520 mm/min
dr_b/dV = 724.2 mm per (mm/min)
r_b for V +1 %, -1 % = 82.37, 76.86 mm
-- defect transport model (excess in units of C_I at melting) --
melting temperature = 1685 K, formation energy = 4.0 eV
D_I, D_V = 5.0e-04, 4.0e-05 cm^2/s
D_I, D_V = 3.00, 0.24 mm^2/min
a = E/(k Tm^2) = 0.01635 1/K
implied C_V/C_I at melting = 1.3369
model length = 122.3 mm, axis temperature at its end = 1426 K
transit time = 322 min, sqrt(D_I t) = 31.1 mm
boundary, no radial diffusion = 79.96 mm
excess at axis, edge = 0.0425, -0.0973
second speed for V/G collapse = 0.40 mm/min
largest collapse mismatch = 5.7e-05
-- radial diffusion --
closed surface: r_b = 67.4 mm, shift = -12.7 mm
same on coarser grid: shift = -12.7 mm
equilibrium surface: r_b = 74.1 mm, shift = -6.1 mm
lowest excess, closed = -0.06754, equilibrium = -0.01807
limiting case: R = 100 mm, edge gradient = 3.5 K/mm
  local rule r_b = 65.0 mm, ring width = 35.0 mm
  closed surface r_b = 53.3 mm, lowest excess = -0.03113
  equilibrium surface r_b = none found, lowest excess = 2.0e-04
-- other neglected effects --
r_b for xi = 0.12, 0.14: 100.0, 56.7 mm
r_b for fourth-power profile = 109.3 mm
stress = 5 MPa, atomic volume = 0.02 nm^3
stress exponent p*Omega/(k Tm) = 0.00430
xi under stress, two signs = 0.1277, 0.1323 mm^2/(K min)
r_b for these = 84.4, 74.7 mm
interface deflection = 5 mm, tilt at r_b = 2.03 deg
shift using normal components = -0.35 mm
```
